# Exponential divergence of the thermal hardness at the neutral point

## What symmetry and dimensions fix

Consider a molecule that can hold \(N_0-1\), \(N_0\) or \(N_0+1\) electrons: a cation, a neutral and an anion, each with one nondegenerate state. Write \(n=-1,0,1\) for the electron number minus \(N_0\), and measure energies from the neutral:

\[
E_{-1}=I,\qquad E_0=0,\qquad E_1=-A .
\]

Here \(I\) is the ionization energy and \(A\) the electron affinity. Both are constants, taken at fixed geometry. The algebra is in atomic units, with Boltzmann's constant \(k\) kept; numbers are in eV.

Let \(\omega=\langle n\rangle\) be the mean excess electron number and \(F(\omega,T)\) the Helmholtz free energy. The thermal hardness is defined, without a factor \(1/2\), as

\[
\eta=\left(\frac{\partial^2F}{\partial\omega^2}\right)_T
=\left(\frac{\partial\mu}{\partial\omega}\right)_T ,
\]

where \(\mu\) is the electronic chemical potential. The question is its value at \(\omega=0\).

Add an energy \(c\) per electron, so that \(E_n\to E_n+cn\). The free energy at fixed \(\omega\) gains \(c\omega\), which is linear and leaves \(\eta\) unchanged. Choose \(c=(I+A)/2\). The shifted energies are

\[
E'_{-1}=I-c=\frac{I-A}{2},\qquad
E'_1=-A+c=\frac{I-A}{2}.
\]

Both ions now lie at \(\Delta/2\), where \(\Delta=I-A\) is the gap. So \(\eta\) depends on \(I\) and \(A\) through \(\Delta\) alone. The energies left in the problem are \(\Delta\) and \(kT\), and \(\eta\) is itself an energy per electron squared, with electron number dimensionless. Hence

\[
\eta(\omega=0)=kT\,f\!\left(\frac{\Delta}{kT}\right).
\]

The shifted problem is also unchanged by \(n\to-n\). Its free energy \(F'=F+c\omega\) is even in \(\omega\), so its slope \(\mu+c\) vanishes at \(\omega=0\). The neutral point therefore lies at

\[
\mu_0=-\frac{I+A}{2}
\]

at every temperature. Symmetry does not supply the function \(f\). The two derivations below give

\[
\boxed{\;\eta=kT\left[1+\tfrac12 e^{\Delta/(2kT)}\right]\;}
\]

For \(\Delta>0\) this diverges exponentially in \(1/T\) as \(T\to0\).

## First derivation: fluctuations in an open system

Let the molecule exchange electrons with a reservoir at \(T\) and \(\mu\). Up to a factor common to all three states, the statistical weights are \(e^{-(E_n-\mu n)/kT}\). Put \(\mu=\mu_0+\delta\) and define

\[
q=e^{-\Delta/(2kT)},\qquad y=e^{\delta/kT}.
\]

For the cation the exponent contains \(I+\mu=\Delta/2+\delta\); for the anion it contains \(-A-\mu=\Delta/2-\delta\). The weights of cation, neutral and anion are thus \(q/y\), \(1\) and \(qy\), and their sum is

\[
\Xi=1+q\left(y+\frac1y\right).
\]

The probabilities are \(p_n=e^{-(E_n-\mu n)/kT}/\Xi\). Since \(\partial\ln\Xi/\partial\mu=\omega/kT\), differentiating \(\ln p_n\) gives

\[
\frac{\partial p_n}{\partial\mu}=\frac{p_n(n-\omega)}{kT}.
\]

Multiply by \(n\) and sum:

\[
\frac{\partial\omega}{\partial\mu}
=\frac{\langle n^2\rangle-\omega^2}{kT}
=\frac{\operatorname{Var}(n)}{kT}.
\]

All three probabilities are positive, so the variance is positive and \(\omega(\mu)\) can be inverted. With \(\Omega=-kT\ln\Xi\) and \(F=\Omega+\mu\omega\),

\[
dF=-\omega\,d\mu+\mu\,d\omega+\omega\,d\mu=\mu\,d\omega
\quad(T\text{ fixed}),
\]

which confirms that the slope of \(F\) is \(\mu\). Therefore

\[
\eta=\frac{kT}{\operatorname{Var}(n)} .
\]

At the neutral point \(y=1\). Each ion has probability \(q/(1+2q)\), the mean is zero, and

\[
\operatorname{Var}(n)=\frac{2q}{1+2q},\qquad
\eta=kT\,\frac{1+2q}{2q}=kT\left(1+\frac1{2q}\right).
\]

This is the boxed result. Its meaning is direct: a charge that hardly fluctuates hardly responds to a change of \(\mu\). To make an ion at \(\mu_0\) costs \(\Delta/2\), so the fluctuations are thermally activated and their inverse grows exponentially.

## The peak around the neutral point

The same ensemble gives \(\eta\) at any mean number. From the weights,

\[
\omega=\frac{q(y-1/y)}{1+q(y+1/y)} .
\]

Clearing the denominator and multiplying by \(y\) gives

\[
q(1-\omega)y^2-\omega y-q(1+\omega)=0 .
\]

The positive root, and its inverse, are

\[
y=\frac{\omega+R}{2q(1-\omega)},\qquad
\frac1y=\frac{R-\omega}{2q(1+\omega)},\qquad
R=\sqrt{\omega^2+4q^2(1-\omega^2)} .
\]

Their product is one because \(R^2-\omega^2=4q^2(1-\omega^2)\). Adding them over a common denominator,

\[
q\left(y+\frac1y\right)
=\frac{(R+\omega)(1+\omega)+(R-\omega)(1-\omega)}{2(1-\omega^2)}
=\frac{R+\omega^2}{1-\omega^2}.
\]

Since \(n^2=1\) for both ions, \(\langle n^2\rangle\) is the total ion probability:

\[
\langle n^2\rangle=\frac{q(y+1/y)}{1+q(y+1/y)}
=\frac{R+\omega^2}{1+R}.
\]

Subtracting \(\omega^2\) leaves \(R(1-\omega^2)/(1+R)\), and so

\[
\eta(\omega)=\frac{kT(1+R)}{R(1-\omega^2)} .
\]

At \(\omega=0\), \(R=2q\) and the boxed result returns. In the rest of this section \(\Delta>0\), so that \(q\to0\) on cooling. At low temperature and small \(|\omega|\), \(\eta\approx kT/\sqrt{\omega^2+4q^2}\). This falls to half its maximum when \(\sqrt{\omega^2+4q^2}=4q\), that is, at \(|\omega|=2\sqrt3\,q\). The peak becomes exponentially narrow as it becomes exponentially high.

The area under the whole curve stays finite. Because \(\eta=\partial\mu/\partial\omega\) and \(y(-\omega)=1/y(\omega)\),

\[
\int_{-1/2}^{1/2}\eta\,d\omega=2kT\ln y(\tfrac12)
=2kT\ln\frac{\tfrac12+\sqrt{\tfrac14+3q^2}}{q}
\;\longrightarrow\;2kT\ln\frac1q=\Delta .
\]

This is the jump of \(\mu\) from \(-I\) to \(-A\). Little of it lies between the half-height points: there \(y=2+\sqrt3\), so that part is \(2kT\ln(2+\sqrt3)\approx2.6\,kT\), which vanishes on cooling. The area \(\Delta\) comes from the flanks \(\eta\approx kT/|\omega|\), which extend over many decades of \(|\omega|\) above \(q\). The order of limits matters: at fixed \(\omega\ne0\) with \(|\omega|<1\), \(R\to|\omega|\) and

\[
\eta\to\frac{kT}{|\omega|(1-|\omega|)}\to0 .
\]

Within \(-1<\omega<1\), the divergence on cooling occurs only at the neutral point. In a model with further charge states, other integer charges can have similar peaks.

## Second derivation: minimum free energy at fixed mean charge

Now introduce no reservoir and no \(\mu\). Take a large collection of independent molecules whose mean excess electron number \(\omega\) is prescribed, and find the charge distribution of least free energy. For \(\Delta>0\), "large" means many more than \(1/q\) molecules, so that ions are numerous even at \(\omega=0\) and \(\omega\) can be treated as continuous across the peak. Let \(s\) be the total ion probability. Then

\[
p_{\pm1}=\frac{s\pm\omega}{2},\qquad p_0=1-s .
\]

With the shifted energies, the free energy per molecule is

\[
F'(s,\omega)=\frac{\Delta}{2}s+kT\sum_n p_n\ln p_n .
\]

Differentiate with respect to \(s\), using \(\partial p_{\pm1}/\partial s=1/2\) and \(\partial p_0/\partial s=-1\). The constants from \(d(p\ln p)=(\ln p+1)dp\) cancel, since the probabilities sum to one:

\[
\frac{\Delta}{2}+kT\left[\tfrac12\ln p_1+\tfrac12\ln p_{-1}-\ln p_0\right]=0
\quad\Rightarrow\quad p_1p_{-1}=q^2p_0^2 .
\]

The second derivative, \(kT[1/(4p_1)+1/(4p_{-1})+1/p_0]\), is positive, so this is the minimum. In terms of \(s\),

\[
s^2-\omega^2=4q^2(1-s)^2 .
\]

At \(\omega=0\) the positive root obeys \(s_0=2q(1-s_0)\), giving \(s_0=2q/(1+2q)\).

Along the minimum, \(\partial F'/\partial s=0\), so the total slope is the partial derivative at fixed \(s\):

\[
\frac{dF'}{d\omega}=\frac{kT}{2}\ln\frac{p_1}{p_{-1}} .
\]

For the next derivative we need \(ds/d\omega\). Differentiating the condition on \(s\) and dividing by two gives

\[
\frac{ds}{d\omega}\left[s+4q^2(1-s)\right]=\omega ,
\]

so \(ds/d\omega=0\) at \(\omega=0\). There \(dp_{\pm1}/d\omega=\pm1/2\) and \(p_{\pm1}=s_0/2\), hence

\[
\eta=\frac{kT}{2}\left[\frac{1/2}{s_0/2}+\frac{1/2}{s_0/2}\right]
=\frac{kT}{s_0}=kT\left(1+\frac1{2q}\right).
\]

This route also separates energy from entropy. The shifted mean energy is \(\Delta s/2\), which differs from the unshifted one by a term linear in \(\omega\). Differentiating the relation for \(ds/d\omega\) once more, at \(\omega=0\),

\[
\frac{d^2s}{d\omega^2}\left[\frac{2q}{1+2q}+\frac{4q^2}{1+2q}\right]=1
\quad\Rightarrow\quad
\frac{d^2s}{d\omega^2}=\frac1{2q},\qquad
\frac{d^2\langle E\rangle}{d\omega^2}=\frac{\Delta}{4}e^{\Delta/(2kT)} .
\]

The energy curvature is not \(\eta\): at low temperature it is larger by the factor \(\Delta/(2kT)\). The difference is \(T\,d^2S/d\omega^2\), because \(F=\langle E\rangle-TS\). A statement about thermal hardness must therefore say which function is differentiated.

## What each derivation assumes

The first derivation assumes equilibrium with a reservoir. The control variable is \(\mu\), and the hardness is an inverse response. The second assumes a prescribed mean charge over many independent molecules, and charge transfer among them that lets the distribution reach its minimum. It has no external \(\mu\); the slope of \(F\) emerges from the minimization.

They agree because the grand-canonical weights satisfy \((qy)(q/y)=q^2\), which is the condition \(p_1p_{-1}=q^2p_0^2\). The minimum at given \(\omega\) is unique, so the two distributions coincide. The fluctuation route readily treats a reservoir away from \(\mu_0\); the minimization route shows how energy and entropy share the curvature.

Both need a noninteger mean charge to have a meaning. One isolated molecule with a definite integer charge has no derivative with respect to \(N\), but it does have the finite difference \(E_1+E_{-1}-2E_0=I-A\). For \(\Delta>0\), the minimization at \(T=0\) reduces to making \(s\) as small as possible, \(s=|\omega|\). Then \(F'=\Delta|\omega|/2\), a kink whose second derivative is \(\Delta\,\delta(\omega)\), with \(\delta(\omega)\) the Dirac delta function. The thermal hardness is the finite-temperature form of this spike, so its peak height does not tend to \(I-A\).

Both also assume fixed energies, no interaction between the molecules and negligible level broadening. Degeneracy is easily restored. If the states have degeneracies \(g_-,g_0,g_+\), the ion weights relative to the neutral are \((g_-/g_0)q/y\) and \((g_+/g_0)qy\). Absorbing \(\sqrt{g_+/g_-}\) into \(y\) makes them symmetric again, with \(q\) replaced by \(q\sqrt{g_-g_+}/g_0\):

\[
\eta=kT\left[1+\frac{g_0}{2\sqrt{g_-g_+}}e^{\Delta/(2kT)}\right],
\qquad
\mu(\omega=0)=\mu_0+\frac{kT}{2}\ln\frac{g_-}{g_+}.
\]

The exponent survives; the prefactor changes.

## Other limits

The condition \(\Delta>0\) is essential. For \(\Delta=0\), \(\eta=3kT/2\), which vanishes with \(T\). For \(\Delta<0\) the ions are favoured over the neutral; as \(T\to0\), \(q\to\infty\) and \(\eta/kT\to1\), so \(\eta\) again vanishes.

For \(\Delta>0\), \(\eta\) also rises at high temperature: expanding the exponential gives \(\eta=3kT/2+\Delta/4+O(1/T)\), so \(\eta/kT\to3/2\). With \(x=\Delta/(2kT)\),

\[
\eta=\frac{\Delta}{2}\,\frac{1+e^x/2}{x},\qquad
\frac{d\eta}{dx}=0\;\Rightarrow\;(x-1)e^x=2 .
\]

The left side increases for \(x>0\), so there is one minimum. Dividing by \(e\) gives \((x-1)e^{x-1}=2/e\), so \(x=1+W(2/e)\), where \(W\) is the Lambert function, the inverse of \(we^w\).

## A model precursor at 500 K

Take round parameters for a closed-shell molecular precursor: \(I=8.0\) eV and \(A=0.4\) eV, at a deposition temperature of 500 K. Then \(\Delta=7.6\) eV, \(\mu_0=-4.2\) eV and \(kT=0.04309\) eV. The exponent is \(3.8/0.04309\approx88.2\), so \(q=4.99\times10^{-39}\) and

\[
\eta=0.04309\left[1+\frac{1}{2(4.99\times10^{-39})}\right]\text{ eV}
\approx4.3\times10^{36}\text{ eV},
\]

or \(1.6\times10^{35}\) hartree. At 1000 K it is \(6.1\times10^{17}\) eV and at 2000 K \(3.2\times10^8\) eV. The higher temperatures illustrate the law; they are not conditions for an intact precursor. The minimum of the three-state formula, 8.2 eV, would lie near 30 000 K. There \(kT\approx2.6\) eV, so excited and multiply charged states are populated and this minimum belongs to the model only: a neutral triplet at 3 eV alone moves it to about 13 eV near 25 000 K. The numerical output below gives further values.

At 500 K the half-height points are at \(|\omega|=1.7\times10^{-38}\). A mean excess of 0.01 electron already lowers \(\eta\) to 4.4 eV. With a prescribed total charge, resolving so narrow a peak would take far more than \(1/q\approx2\times10^{38}\) molecules, well beyond any real sample. The enormous peak value thus records suppressed charge fluctuations in an ideal ensemble. It is neither a measurable stiffness of the molecule nor, by itself, a predictor of reaction rate.

## How far a real precursor departs from the model

The ionization energy and affinity used here are round assumed values, not data for a particular compound. The value of \(A\) also assumes a bound anion, which a given precursor may not have. The estimates below are for 500 K, except the hybridization limit, which is derived at \(T=0\). Each changes one assumption with the other parameters held fixed.

Spin is a mild correction. If both ions are doublets, \(\eta\) is halved; a further doublet 0.1 eV above each ion's ground state brings the factor to 0.46. A neutral triplet at 3 eV and doubly charged ions, with an assumed second ionization energy of 13 eV and second affinity of \(-4\) eV, are negligible here.

Changes of energy enter the exponent and matter far more. Nuclear relaxation of 0.3 eV in each ion, with vibrational frequencies taken as unchanged, reduces the gap to 7.0 eV and multiplies \(\eta\) by \(9\times10^{-4}\). Near an ideal metal plane, an ion at distance \(z\) feels the image force \(1/(2z)^2\); integrating from \(d\) to infinity gives a stabilization \(1/(4d)\). At 5 angstrom this is 0.72 eV per ion. The gap falls to 6.16 eV and \(\eta\) is multiplied by \(6\times10^{-8}\).

A real reservoir need not sit at \(\mu_0\). With \(C=\cosh(\delta/kT)\), the weights give \(\langle n^2\rangle=2qC/(1+2qC)\) and \(\omega=2q\sinh(\delta/kT)/(1+2qC)\), so

\[
\eta=\frac{kT(1+2qC)^2}{2q(C+2q)} .
\]

An offset of 0.5 eV multiplies \(\eta\) by \(2\times10^{-5}\).

For the width assumed below, the largest effect among these estimates is hybridization with the reservoir. A level at \(\varepsilon\), coupled to a wide flat band, acquires the Green function \(1/(E-\varepsilon+i\Gamma)\), whose spectral density is a Lorentzian of half-width \(\Gamma\). Model the two charge transitions as independent spinless levels at \(-I\) and \(-A\). This model has a fourth state, a neutral excitation at \(\Delta\); for \(\Gamma\to0\) it gives \(\eta=kT(1+q)^2/(2q)\), which agrees with the boxed result when \(q\ll1\). At \(T=0\) and \(\mu=\mu_0\), each lies \(\Delta/2\) away, so

\[
\frac{\partial\omega}{\partial\mu}
=\frac2\pi\,\frac{\Gamma}{(\Delta/2)^2+\Gamma^2}
\approx\frac{8\Gamma}{\pi\Delta^2},
\qquad
\eta\approx\frac{\pi\Delta^2}{8\Gamma}\quad(\Gamma\ll\Delta).
\]

This is finite. Even for \(\Gamma=10^{-6}\) eV it is \(2.3\times10^7\) eV, and the ideal formula exceeds it below about 2290 K. For the ideal value at 500 K to equal this limit, \(\Gamma\) would have to be about \(5\times10^{-36}\) eV. Within this estimate, quantum charge fluctuations replace thermal ones long before deposition temperature is reached on cooling. The relation \(\eta=kT/\operatorname{Var}(n)\) then no longer holds: the variance tends to \(4\Gamma/(\pi\Delta)\approx1.7\times10^{-7}\), and \(kT/\operatorname{Var}(n)\) at 500 K is \(2.6\times10^5\) eV, far below \(\eta\). For a reservoir with states at \(\mu_0\), such as a metal, the exponential divergence is thus a property of the limit in which the coupling is taken to zero first and temperature afterwards. A semiconducting or insulating reservoir with \(\mu_0\) in its gap is different: the spectral density at \(\mu_0\) vanishes, and \(\eta\) still diverges at finite coupling, with an activation energy equal to the smaller of \(\Delta/2\) and the distance from \(\mu_0\) to the nearest band edge.

## Table of computed values

```
Ionization energy I: 8 eV
Electron affinity A: 0.4 eV
Gap I-A: 7.6 eV
Neutral-point chemical potential: -4.2 eV
T (K) | kT (eV) | q | Var(n) | eta (eV) | d2E/dN2 (eV)
500 | 4.3087e-02 | 4.9852e-39 | 9.9705e-39 | 4.3214e+36 | 3.8113e+38
1000 | 8.6173e-02 | 7.0606e-20 | 1.4121e-19 | 6.1024e+17 | 2.6910e+19
2000 | 1.7235e-01 | 2.6572e-10 | 5.3144e-10 | 3.2430e+08 | 7.1504e+09
4000 | 3.4469e-01 | 1.6301e-05 | 3.2601e-05 | 1.0573e+04 | 1.1656e+05
10000 | 8.6173e-01 | 1.2159e-02 | 2.3740e-02 | 3.6299e+01 | 1.5627e+02
eta at 500 K: 1.5881e+35 hartree
Slope of ln(eta/kT) against 1/kT near 500 K: 3.8 eV
Number offset at half peak height, 500 K: 1.7269e-38 electrons
Change of mu from n=-1/2 to n=+1/2, 500 K: 7.6 eV
eta at mean n = 0.001, 500 K: 43.13 eV
eta at mean n = 0.01, 500 K: 4.3522 eV
eta at mean n = 0.1, 500 K: 0.47874 eV
Temperature of minimum eta: 30140 K
Minimum eta: 8.2064 eV
eta/kT for zero gap: 1.5
eta/kT for gap -1 eV at kT 0.05 eV: 1
Neglected effects at 500 K (factor = changed eta / ideal eta)
Factor, both ions spin doublets: 0.5
Assumed excited doublet in each ion: 0.1 eV
Factor, doublet ions with that excited doublet: 0.4553
Assumed triplet energy of the neutral: 3 eV
Triplet weight relative to neutral ground state: 1.7316e-30
Assumed second ionization energy: 13 eV
Assumed second electron affinity: -4 eV
Relative variance added by multiple charges: 4.4532e-83
Assumed nuclear relaxation energy per ion: 0.3 eV
Factor, nuclear relaxation: 0.00094653
Assumed distance from metal image plane: 5 angstrom
Image stabilization per ion: 0.71998 eV
Gap with image stabilization: 6.16 eV
Factor, image stabilization: 5.5322e-08
Assumed reservoir offset from midgap: 0.5 eV
Factor, reservoir offset: 1.825e-05
Assumed hybridization half-width: 1e-06 eV
Hybridization-limited eta as T goes to 0: 2.2682e+07 eV
Temperature where ideal eta equals that limit: 2290.4 K
Half-width whose limit equals ideal eta at 500 K: 5.2488e-36 eV
```
